# The Seebeck scale k_B/e and why metals fall below it

## 1. Conductors that pass one or two energies

Let two electron reservoirs be joined by a conductor that passes electrons of a single energy $E_0$. The reservoirs differ slightly in temperature, by $dT$, and no net current flows. Electrons of energy $E_0$ must then be equally likely to arrive from either side, so the Fermi function

$$f=\frac{1}{e^{(E_0-\tilde\mu)/k_BT}+1}$$

has the same value in both. Here $\tilde\mu$ is the electrochemical potential, measured on the same energy axis as $E_0$. Equal $f$ requires equal $(E_0-\tilde\mu)/T$, and differentiation gives

$$-\frac{d\tilde\mu}{T}-\frac{(E_0-\tilde\mu)\,dT}{T^2}=0,\qquad d\tilde\mu=-(E_0-\tilde\mu)\frac{dT}{T}.$$

Electrons have charge $-e$, with $e>0$. The electrochemical field is $\mathcal E=\nabla\tilde\mu/e$, and the Seebeck coefficient $S$ is defined by $\mathcal E=S\nabla T$ at zero current. Hence

$$S=-\frac{E_0-\tilde\mu}{eT}.$$

The energy $E_0-\tilde\mu$ is the heat carried by each electron. If it equals $k_BT$, then

$$|S|=\frac{k_B}{e}=86.17\ \mu\text{V/K}.$$

This is the natural scale. It is not a bound, since $E_0-\tilde\mu$ may be much larger than $k_BT$.

Now let the conductor pass two energies, $\tilde\mu+k_BT$ and $\tilde\mu-k_BT$, with transmission weights $w_+$ and $w_-$. To first order, the difference in $f$ between the reservoirs at energy $E$ is proportional to $d\tilde\mu+(E-\tilde\mu)dT/T$. The factor multiplying it, $-\partial f/\partial E$, is even about $\tilde\mu$ and so is the same for both energies. Zero total current means

$$w_+(d\tilde\mu+k_BdT)+w_-(d\tilde\mu-k_BdT)=0,$$

$$S=\frac1e\frac{d\tilde\mu}{dT}=-\frac{k_B}{e}\,\frac{w_+-w_-}{w_++w_-}.$$

Each electron still carries heat of size $k_BT$, but the two signs oppose each other. With equal weights $S$ vanishes. If the weights vary as $E^p$, with $E$ measured from the band bottom and $\mu$ the height of the chemical potential above it, then $w_\pm\propto(1\pm k_BT/\mu)^p$ and, for small $k_BT/\mu$,

$$S\approx-\frac{k_B}{e}\,p\,\frac{k_BT}{\mu}.$$

A metal has $\mu$ of several eV and $k_BT$ of about 0.03 eV, so $S$ is far below $k_B/e$. The scale alone does not explain this. The explanation is the near cancellation, and a continuous band changes only the numerical factor.

## 2. The continuous band

Take a three-dimensional parabolic band with elastic scattering and a relaxation time $\tau(E)$. At fixed total energy, the equilibrium function varies in space because $\tilde\mu$ and $T$ do:

$$\nabla f=\left(-\frac{\partial f}{\partial E}\right)\left[e\mathcal E+\frac{E-\mu}{T}\nabla T\right].$$

In a steady state and to linear order, the Boltzmann equation gives the deviation $\delta f=-\tau\,\mathbf v\cdot\nabla f$. The current density is the sum of $-e\mathbf v\,\delta f$ over states. The two minus signs cancel, and averaging over directions replaces $v_x^2$ by $v^2/3$. With $g(E)$ the density of states,

$$\mathbf j=\int\sigma(E)\left(-\frac{\partial f}{\partial E}\right)\left[\mathcal E+\frac{E-\mu}{eT}\nabla T\right]dE,\qquad \sigma(E)=\frac{e^2}{3}g\,v^2\tau.$$

Let $x=(E-\mu)/k_BT$. Setting $\mathbf j=0$ gives

$$S=-\frac{k_B}{e}\langle x\rangle,\qquad
\langle x\rangle=\frac{\int x\,\sigma F\,dx}{\int\sigma F\,dx},\qquad F(x)=\frac{e^x}{(e^x+1)^2}.$$

The window $F$ is even and a few units wide. Since $g\propto E^{1/2}$ and $v^2\propto E$, a relaxation time $\tau\propto E^r$ gives

$$\sigma\propto E^p,\qquad p=r+\tfrac32.$$

Constant $\tau$ means $p=3/2$. A constant mean free path means $\tau\propto1/v\propto E^{-1/2}$, so $p=1$.

## 3. Moments of the window

For $x>0$, expand in powers of $e^{-x}$:

$$F(x)=\frac{e^{-x}}{(1+e^{-x})^2}=\sum_{m=1}^{\infty}(-1)^{m+1}m\,e^{-mx}.$$

Since $\int_0^\infty x^k e^{-mx}dx=k!/m^{k+1}$, for $k\ge1$

$$\int_0^\infty x^kF\,dx=k!\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^k}.$$

The alternating sums for $k=1,2,4$ are $\ln2$, $\pi^2/12$ and $7\pi^4/720$. The first moment over one side is therefore $\ln2$. The even moments over the whole axis are twice the one-sided values:

$$M_2=2\cdot2\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3},\qquad
M_4=2\cdot24\cdot\frac{7\pi^4}{720}=\frac{7\pi^4}{15}.$$

The total weight is $f(-\infty)-f(\infty)=1$, and the odd moments over the whole axis vanish.

If $\sigma$ is constant across the window, electrons above $\mu$ contribute $+\ln2$ to $\langle x\rangle$ and those below contribute $-\ln2$. In units of Seebeck coefficient each side is worth about 60 µV/K. The heats are of natural size; their sum is zero.

## 4. Leading term and first correction

Let $\epsilon=k_BT/\mu\ll1$. Then $E=\mu(1+\epsilon x)$, and

$$\frac{\sigma(E)}{\sigma(\mu)}=1+p\epsilon x+\frac{p(p-1)}2\epsilon^2x^2+\frac{p(p-1)(p-2)}6\epsilon^3x^3+\dots$$

The integrals start at the band bottom, $x=-1/\epsilon$. Extending the integrals of the expanded terms to $-\infty$ costs terms of order $e^{-1/\epsilon}$, up to powers of $\epsilon$, which are smaller than any power retained here.

In the numerator of $\langle x\rangle$, the extra factor $x$ selects the odd terms of the expansion:

$$N=p\epsilon M_2+\frac{p(p-1)(p-2)}6\epsilon^3M_4+O(\epsilon^5).$$

The denominator selects the even terms:

$$D=1+\frac{p(p-1)}2\epsilon^2M_2+O(\epsilon^4).$$

Using $1/D=1-\tfrac12p(p-1)\epsilon^2M_2+\dots$ and taking out the leading factor,

$$\langle x\rangle=p\epsilon M_2\left\{1+\epsilon^2\left[\frac{(p-1)(p-2)}6\frac{M_4}{M_2}-\frac{p(p-1)}2M_2\right]+\dots\right\}.$$

With $M_4/M_2=7\pi^2/5$, the square bracket is

$$(p-1)\pi^2\left[\frac{7(p-2)}{30}-\frac{5p}{30}\right]
=(p-1)\pi^2\,\frac{2p-14}{30}
=\frac{\pi^2}{15}(p-1)(p-7).$$

The result is

$$\boxed{S=-\frac{\pi^2}{3}\frac{k_B}{e}\,p\,\frac{k_BT}{\mu}\left[1+\frac{\pi^2}{15}(p-1)(p-7)\left(\frac{k_BT}{\mu}\right)^2+\dots\right]}$$

The leading term is Mott's formula for a power law. For a general smooth $\sigma(E)$, $p/\mu$ is replaced by $d\ln\sigma/dE$ at $\mu$. The sign of $S$ thus follows the slope of $\sigma$: if conduction is better below $\mu$ than above it, $S$ is positive although the carriers are electrons.

### Correction at fixed density

Apart from slight thermal expansion, a metal keeps its electron density $n$, not its $\mu$, as it warms. Integration by parts and the same expansion with exponent $3/2$ give

$$n\propto\int_0^\infty E^{1/2}f\,dE=\frac23\int_0^\infty E^{3/2}\left(-\frac{\partial f}{\partial E}\right)dE
=\frac23\mu^{3/2}\left[1+\frac{\pi^2}{8}\epsilon^2+\dots\right].$$

At zero temperature this is $\tfrac23E_F^{3/2}$, where $E_F$ is the Fermi energy. Equating the two and raising to the power $2/3$,

$$\mu=E_F\left[1-\frac{\pi^2}{12}t^2+\dots\right],\qquad t=\frac{k_BT}{E_F}.$$

The leading factor $1/\mu$ therefore adds $+\pi^2t^2/12$ to the relative correction:

$$S=-\frac{\pi^2}{3}\frac{k_B}{e}\,p\,t\left[1+\pi^2\left(\frac{(p-1)(p-7)}{15}+\frac1{12}\right)t^2+\dots\right].$$

For $p=3/2$ the coefficient of $t^2$ is $\pi^2(-11/60+5/60)=-\pi^2/10$.

### Entropy per electron

For constant $\tau$ the mean heat has a thermodynamic meaning at any degeneracy. Integrating by parts in both integrals,

$$\langle E\rangle=\frac{\int E^{5/2}(-\partial f/\partial E)\,dE}{\int E^{3/2}(-\partial f/\partial E)\,dE}
=\frac{\frac52\int E^{3/2}f\,dE}{\frac32\int E^{1/2}f\,dE}=\frac53u,$$

where $u$ is the mean energy per electron. An ideal gas in a parabolic band has pressure times volume per electron equal to $2u/3$, so its entropy per electron $s$ obeys $Ts=u+\tfrac23u-\mu=\tfrac53u-\mu$. This is $\langle E-\mu\rangle$, and hence $S=-s/e$ for constant $\tau$. The small diffusion term of such a metal reflects the small entropy of a degenerate electron gas, $s\approx(\pi^2/2)k_Bt$.

## 5. A metal line on a chip

Take $n=8.5\times10^{22}$ cm⁻³, a rough value for copper with one free electron per atom. Let the line be at $T=350$ K, with 20 K between its ends. Then

$$E_F=\frac{\hbar^2}{2m}(3\pi^2n)^{2/3}=7.05\ \text{eV},\qquad t=\frac{0.03016}{7.049}=0.00428,$$

with $m$ the free-electron mass. For constant $\tau$,

$$S\approx-\frac{\pi^2}{3}(86.17)(1.5)(0.00428)=-1.82\ \mu\text{V/K}.$$

This is 2.1% of $k_B/e$. To first order, the two sides of $\mu$ contribute $\pm\ln2+p\epsilon\pi^2/6$ to $\langle x\rangle$. Multiplied by $k_B/e$, these are $+60.6$ and $-58.8$ µV/K, and what survives is 1.8 µV/K.

The first correction is negligible here. At $\mu=7.049$ eV it is $-1.81\,t^2=-3.3\times10^{-5}$ relative to the leading term; at fixed density it is $-0.99\,t^2=-1.8\times10^{-5}$. Thermal expansion, which lowers $n$ slightly, changes $S$ by more than this, but still by less than 1%. Uncertainty in the scattering law matters far more: $p=1$ gives $-1.2$ µV/K, and $p=3$, or $\tau\propto E^{3/2}$, gives $-3.6$ µV/K. At fixed $p=3/2$, moving from 300 K to 400 K changes $S$ from $-1.6$ to $-2.1$ µV/K.

With $S$ taken as constant along the line, the voltage magnitude is $1.82\times20\approx36$ µV. Since the electric potential read by an ideal voltmeter is $-\tilde\mu/e$, a negative $S$ makes the hot end positive. A real circuit has leads of some second material and reads the difference of the two Seebeck coefficients.

### Phonon drag

The derivation assumed phonons in equilibrium. In fact heat flow gives them a drift, and they push the electrons. If phonon frequency is taken as proportional to wavevector, a phonon gas with heat capacity $C$ per volume has pressure equal to one third of its energy density, so its pressure gradient is $C\nabla T/3$. If a fraction $\alpha$ of this force reaches the electrons, balance against the field requires

$$-ne\mathcal E-\frac{\alpha C}{3}\nabla T=0,\qquad S_{\rm drag}=-\frac{\alpha C}{3ne}.$$

With one atom per free electron and the classical value $C=3nk_B$, this becomes $-\alpha k_B/e$. The natural scale returns, now multiplied by a momentum fraction.

Assume, as rough values, a phonon lifetime of 100 ps against electrons and 5 ps against all other losses. The first is uncertain by a factor of several, and the drag varies almost inversely with it. Rates add, so $\alpha=5/(5+100)=0.048$ and $|S_{\rm drag}|\approx4$ µV/K. Taken at face value this exceeds the diffusion term; the two are equal already at $\alpha=0.021$. The estimate lets every phonon move at the speed of sound; short-wave phonons are slower, which can roughly halve the drag and bring it down to the size of the diffusion term. It also omits umklapp scattering, in which the crystal lattice takes up momentum and which can weaken or reverse the drag. The diffusion formula therefore fixes an order of magnitude for the metal, not a precise total. At 350 K, close to the Debye temperature of copper, short-wave phonons and umklapp both matter, so the 4 µV/K is a generous size for the drag and its sign is not fixed. Even added in full to the diffusion term it gives about 6 µV/K, still far below $k_B/e$.

### Beside real copper

The density is that of copper, and 350 K is an ordinary operating temperature for a chip; the 20 K difference is a round choice. Measured copper has a Seebeck coefficient of roughly $+2$ µV/K near room temperature. The diffusion term has the right order of magnitude and the wrong sign; the discrepancy is about 4 µV/K. A local slope $p=-3/2$ would give $+1.8$ µV/K from diffusion alone. One measured total cannot separate that slope from drag, but the temperature dependence helps: diffusion grows in proportion to $T$, while drag falls as phonon lifetimes shorten. Above room temperature the measured value for copper rises nearly in proportion to $T$. The positive sign therefore comes mainly from diffusion, the free-electron form of $\sigma(E)$ fails for copper, and the real drag at 350 K is well below the estimate above.

## 6. The opposite limit

When $\mu$ lies well below the band edge, $\eta=\mu/k_BT$ is large and negative. The band has no states below $\mu$ to cancel the heat of those above, and holes in any lower band are taken to be too few to matter. With $y=E/k_BT$ and $z=e^\eta\ll1$, the window is $ze^{-y}-2z^2e^{-2y}+\dots$. Using $\int_0^\infty y^pe^{-my}dy=\Gamma(p+1)/m^{p+1}$,

$$\langle y\rangle=\frac{\Gamma(p+2)}{\Gamma(p+1)}\,\frac{1-2z/2^{p+2}}{1-2z/2^{p+1}}
\approx(p+1)\left(1+\frac{z}{2^{p+1}}\right).$$

Since $x=y-\eta$,

$$S=-\frac{k_B}{e}\left[p+1-\eta+\frac{(p+1)z}{2^{p+1}}+\dots\right].$$

The term $-\eta$ grows as the carriers become fewer. To leading order $\eta=\ln(n/N_c)$, where $N_c=2(2\pi m_dk_BT/h^2)^{3/2}$ and $m_d$ is the density-of-states mass.

Consider n-type silicon at the same 350 K, with $n=10^{17}$ cm⁻³ and a rough $m_d$ of 1.08 free-electron masses. Then $N_c=3.55\times10^{19}$ cm⁻³ and $\eta=-5.87$. Acoustic phonons scatter at a rate proportional to the density of final states, so $\tau\propto E^{-1/2}$ and $p=1$:

$$S\approx-86.17\,(2+5.87)\approx-678\ \mu\text{V/K}.$$

This is 7.9 times the natural scale, and 20 K gives about 14 mV. The correction in $z=e^{-5.87}\approx0.003$ is about 0.1 µV/K at fixed $\eta$. Scattering by weakly screened ionized impurities alone, with $\tau\propto E^{3/2}$ and $p=3$, would give $-851$ µV/K. At this doping both mechanisms act and phonons dominate, so the diffusion term lies a few per cent beyond the $p=1$ value.

Drag also adds to the silicon value. Electrons gain momentum from the field at the rate $ne\mathcal E$ per volume. If phonons receive all of it and keep it over a path $l$ at sound speed $v_s$, their momentum density is $ne\mathcal El/v_s$. Their energy flux is $v_s^2$ times this. Dividing by the current density $ne\mu_m\mathcal E$, with $\mu_m$ the mobility, gives the heat per charge. The Kelvin relation then divides by $T$:

$$|S_{\rm drag}|\approx\frac{v_sl}{\mu_mT}.$$

Rough values of 8000 m/s, 500 nm and 700 cm²/Vs give about 160 µV/K, roughly a quarter of the diffusion term and of the same sign. For the chosen path this is an upper estimate, since at this doping ionized impurities also take part of the electrons' momentum. It is not a bound on real silicon: the drag grows in proportion to $l$, and long-wave phonons in a bulk crystal can travel farther than 500 nm.

## 7. Where the metallic estimate fails

**Lower density.** For constant $\tau$, a free-electron mass and 350 K, numerical integration with a root search gives $|S|=k_B/e$ at $\eta=4.47$, or $n=2.4\times10^{20}$ cm⁻³. There the leading term gives $(\pi^2/2)/4.47=1.10$ in units of $k_B/e$, which is 10% too large. The first correction multiplies it by $1-1.81/4.47^2=0.909$ and yields 1.004. For constant $\tau$ the expansion thus remains useful even where $|S|$ reaches the natural scale, provided the correction is kept.

**Structure near $\mu$.** The expansion requires $\sigma(E)$ to be smooth over a few $k_BT$. Suppose instead that it has a step, $\sigma\propto1+a$ above $\mu$ and $1-a$ below, with $0<a<1$. The one-sided moments give

$$\langle x\rangle=(1+a)\ln2-(1-a)\ln2=2a\ln2,$$

while the denominator remains 1. For $a=0.5$, $|S|=60$ µV/K, independent of the Fermi energy as long as $\mu\gg k_BT$, so that the band bottom and any smooth slope of $\sigma$ add little. A metal can therefore approach the natural scale if, within the thermal window, its conductivity differs by a large fraction between the two sides of $\mu$. A symmetric peak or dip centred on $\mu$ gives no Seebeck coefficient by itself, since it weights both sides equally; on a sloping background it changes the size of the imbalance already there. A metal stays far below the natural scale if its $\sigma(E)$ varies smoothly over electronvolts, while the window near room temperature is only about a tenth of an electronvolt wide, and if its phonons return only a small part of their momentum to the electrons.

Numbers in the example were calculated in double precision.
